# Can a short mass-radius plot show that an island is fractal?

**Question**

I have an image of a metal island, one atomic layer high, with six arms about 2 nm wide. For a set of radii $R$ I measured the island area $M(R)$ inside a circle about the island's centre. Between 1 and 5 nm, the plot of $\ln M$ against $\ln R$ is nearly straight, with a slope of about 1.7 and $r^2$ above 0.99.

Planar diffusion-limited aggregation, in which random walkers stick where they first touch a cluster, also has a mass exponent of about 1.7. Can I conclude that my island is fractal and grew in that way? If not, what else could give such a straight line, and what should I measure instead?

**Answer**

No. Your plot is compatible with a fractal, but it is also compatible with a plain six-armed star that has no structure on successively smaller scales. The star can be worked out in full, and it shows where the exponent comes from.

**What has to be constant**

Define the local slope

$$D(R)=\frac{d\ln M}{d\ln R}=\frac{R}{M}\frac{dM}{dR}.$$

If $M=AR^{D_0}$, then $D(R)=D_0$ at every radius. A fractal with a discrete scale factor may add a ripple that repeats in $\ln R$, but its slope has no lasting drift within the range of scales where it is self-similar. A fitted line reports one average of $D(R)$ over the window. It does not tell you whether $D(R)$ was constant.

**The area of a star with arms of finite width**

Take $n\ge3$ equally spaced straight arms of width $w=2h$, all starting at the centre. Assume that $R$ is smaller than the arm length, so that no tip lies inside the circle.

Consider a point at distance $r$ from the centre, at angle $\phi$ from the nearest arm axis. Its perpendicular distance from that axis is $r\sin|\phi|$, so it belongs to the island if

$$r\sin|\phi|<h .$$

Midway between two arms $|\phi|$ has its largest value, $\pi/n$. If even that point is covered, the whole circle is covered. This holds up to the core radius

$$R_c=\frac{h}{\sin(\pi/n)} .$$

For $R\le R_c$ the island therefore looks like a solid disc: $M=\pi R^2$ and $D=2$.

For $r>R_c$ each arm covers the angles $|\phi|<\arcsin(h/r)$, an arc of length $2r\arcsin(h/r)$. The arcs of different arms no longer overlap. Adding rings of thickness $dr$ to the core gives

$$M(R)=\pi R_c^2+2n\int_{R_c}^{R}r\arcsin\!\left(\frac hr\right)dr .$$

To integrate by parts we need

$$\frac{d}{dr}\arcsin\!\left(\frac hr\right)
=-\frac{h/r^2}{\sqrt{1-h^2/r^2}}
=-\frac{h}{r\sqrt{r^2-h^2}} .$$

The minus sign from integration by parts cancels this one:

$$\int r\arcsin\!\left(\frac hr\right)dr
=\frac{r^2}{2}\arcsin\!\left(\frac hr\right)+\frac h2\int\frac{r\,dr}{\sqrt{r^2-h^2}}$$

$$=\frac{r^2}{2}\arcsin\!\left(\frac hr\right)+\frac h2\sqrt{r^2-h^2} .$$

At the lower limit, $\arcsin(h/R_c)=\pi/n$ and

$$\sqrt{R_c^2-h^2}=h\sqrt{\frac{1}{\sin^2(\pi/n)}-1}=h\cot(\pi/n).$$

After multiplication by $2n$, the lower limit contributes $-\pi R_c^2-nh^2\cot(\pi/n)$. Its first term cancels the core area, leaving

$$M(R)=n\left[R^2\arcsin\!\left(\frac hR\right)+h\sqrt{R^2-h^2}-h^2\cot\!\left(\frac{\pi}{n}\right)\right],\qquad R>R_c .$$

The derivative can be read from the ring integral, $dM/dR=2nR\arcsin(h/R)$. Hence

$$D(R)=\frac{2nR^2\arcsin(h/R)}{M(R)},\qquad R>R_c .$$

At $R=R_c$ this equals 2, so the slope joins the core value continuously and then falls.

For $R\gg h$, use $\arcsin(h/R)\approx h/R$ and $\sqrt{R^2-h^2}\approx R$. Then

$$M\approx n\left[2hR-h^2\cot(\pi/n)\right],\qquad R\frac{dM}{dR}\approx2nhR,$$

and therefore

$$D\approx\frac{1}{1-h\cot(\pi/n)/(2R)}\approx1+\frac{h\cot(\pi/n)}{2R}.$$

The term $nh^2\cot(\pi/n)$ corrects for area near the centre that would be counted more than once if the arms were added separately. Its relative importance falls only as $1/R$. The star is two-dimensional at small radii and one-dimensional at large radii, with a slow crossover between them.

**Your window, in numbers**

Take $n=6$, $w=2$ nm and arms 30 nm long. Then $h=1$ nm and $R_c=1/\sin30^\circ=2$ nm. At the two ends of your window,

$$M(1)=\pi(1)^2=3.14\ \text{nm}^2,$$

$$M(5)=6\,[25(0.2014)+4.899-1.732]=49.2\ \text{nm}^2 .$$

The slope of the straight chord between these two points is

$$\frac{\ln(49.21/3.14)}{\ln(5/1)}=1.71 .$$

A least-squares line through ten radii equally spaced in $\ln R$ gives 1.73, with $r^2=0.992$. The window covers 0.70 decade. No branching hierarchy was put in, and yet this is close to the exponent you found.

The origin of the value is visible in the chord. The part from 1 to 2 nm lies inside the core and fills $\ln2/\ln5=43\%$ of the logarithmic window, with slope 2. In the remaining 57% the mean slope is $\ln(49.21/12.57)/\ln(2.5)=1.49$. The weighted mean is

$$0.43\times2+0.57\times1.49=1.71 .$$

The local slope at 5 nm is already down to 1.23. The number 1.7 is an average across a crossover, and no extended range of radii has that slope.

Now move the window outwards and keep its ratio of end radii at five. Between 5 and 25 nm the same star gives an exponent of 1.10 with $r^2=0.9995$. This second plot is even straighter than the first, and its exponent is quite different.

You can also hold the window at 1–5 nm and change the arm width:

- arms 1 nm wide give 1.32;
- arms 2 nm wide give 1.73;
- arms 4 nm wide give 1.99.

The area formula explains this. Apart from a factor $h^2$, $M$ depends on $R$ and $h$ only through $R/h$. Changing the width slides the fixed window along one universal crossover curve for the given $n$. In this model, the fitted exponent measures the position of the window relative to the arm width.

Six arms are not essential for a value near 1.7, provided that the window is scaled with the core radius. If the width stays at 2 nm and the window at 1–5 nm, the number of arms does matter: three arms give about 1.3 and twelve give about 2.0. To see the effect of scaling the window, take the limit of many arms. Let $n\to\infty$ at fixed $R_c$, so that $h\approx\pi R_c/n$ and $\cot(\pi/n)\approx n/\pi$. Outside the core the area tends to

$$M\to2nhR-\frac{n^2h^2}{\pi}=2\pi R_cR-\pi R_c^2 .$$

From $R_c/2$ to $5R_c/2$, the area grows from $\pi R_c^2/4$ to $4\pi R_c^2$, a factor of 16. The chord exponent is then $\ln16/\ln5=1.72$.

**Why $r^2$ does not warn you**

Suppose that the slope falls uniformly by $\Delta$ across a window of logarithmic length $L=\ln(R_2/R_1)$. Measure $x=\ln R$ from the middle of the window and write

$$y=\ln M=a+\bar Dx-\frac{\Delta}{2L}x^2,\qquad -\frac L2\le x\le\frac L2 .$$

The slope $\bar D-\Delta x/L$ runs from $\bar D+\Delta/2$ to $\bar D-\Delta/2$, as required. For densely and evenly spaced $x$, the average of $x\cdot x^2$ vanishes by symmetry. The quadratic term therefore does not alter the fitted slope, which is $\bar D$. The constant of the fit absorbs the mean of the quadratic term, and what is left is the residual.

With $\langle x^2\rangle=L^2/12$ and $\langle x^4\rangle=L^4/80$,

$$\operatorname{var}(x^2)=L^4\left(\frac1{80}-\frac1{144}\right)=\frac{L^4}{180}.$$

The residual variance is therefore

$$s^2=\frac{\Delta^2}{4L^2}\,\frac{L^4}{180}=\frac{\Delta^2L^2}{720},\qquad s=\frac{|\Delta|L}{\sqrt{720}} .$$

The fitted line itself has variance $\bar D^2L^2/12$. Since $1-r^2$ is the residual variance divided by the total variance,

$$1-r^2=\frac{\Delta^2L^2/720}{\bar D^2L^2/12+\Delta^2L^2/720}=\frac{\Delta^2}{60\bar D^2+\Delta^2}.$$

The factor 60 makes $r^2$ insensitive to drift. A slope that falls from 1.8 to 1.4 has $\Delta=0.4$ and $\bar D=1.6$, which gives $r^2\approx0.999$. The length $L$ has cancelled: at a given drift, a longer window does not lower $r^2$. It does increase the residual $s$, which is why residuals deserve a plot of their own.

For your window the star has $\Delta=0.772$, and the formula gives $1-r^2=0.0033$. The actual ten-point fit gives 0.0077, more than twice as much. The main reason is that the formula assumes uniform drift, whereas here the slope stays at 2 and then falls. Having only ten radii matters less: densely spaced radii still give 0.0071. The formula gives the order of magnitude. In the outer window both values are 0.0005, but such close agreement is partly accidental, since densely spaced radii give 0.0004 there.

**How scatter hides the bend**

In the inner window, the residual of the noise-free star has an rms value of 0.078 in $\ln M$, or about 8% in area. Suppose that each of the ten radii is measured on a different island, with independent Gaussian scatter $\sigma=0.10$ in $\ln M$.

To test for curvature, take the unit vector $\mathbf q$ that is quadratic in $\ln R$ and orthogonal to every straight line on the ten points. The projection of the data on $\mathbf q$ has standard deviation $\sigma$. Its mean, in units of $\sigma$, is

$$z=\frac{|\mathbf q\cdot\mathbf y|}{\sigma},$$

where $\mathbf y$ holds the noise-free values of $\ln M$. A two-sided test at the 5% level rejects the straight line if the measured projection exceeds $1.96\sigma$ in size. With $\Phi$ the cumulative normal distribution, this happens with probability

$$P=\Phi(z-1.96)+\Phi(-z-1.96).$$

For the inner window $z=2.41$, so $P=67.5\%$; simulated noisy plots gave 67.7%. About one plot in three would thus pass as straight, although the underlying object is a star. With twice the scatter, $z$ halves to 1.2 and $P$ drops below one quarter. With half the scatter, $z$ doubles to 4.8 and the bend is found in more than 99% of plots. These figures assume that $\sigma$ is known in advance. If it has to be estimated from the residuals of the quadratic fit to the same ten points, the test becomes a $t$-test with 7 degrees of freedom and is weaker: the bend is then found in about 54% of plots at $\sigma=0.10$, so nearly half pass as straight, and in about 98% at $\sigma=0.05$. Scatter also lowers $r^2$: at $\sigma=0.10$ only about one simulated plot in six keeps $r^2$ above 0.99, as yours does.

With ten radii spread over 1–25 nm and the original scatter, $z=5.68$ and the bend is found in practically every case. The fit over this wider window still has $r^2=0.983$.

If all the circles are drawn on one island, this calculation does not apply as it stands. The discs are nested, so an error in a small disc is carried into all larger ones. The fit then needs the full covariance of the errors.

**A real fractal for comparison**

Rejecting a straight line does not refute a fractal either. Start with a filled square, divide it into $3\times3$ cells, and keep the centre and its four side neighbours. Repeat this in every filled cell. The result is the plus-shaped Vicsek pattern. Enlarging the scale by 3 multiplies the mass by 5, so its dimension is $\ln5/\ln3=1.465$.

I used six generations and measured the mass in centred squares. The star was measured in centred circles. Every window below has an end-to-end ratio of nine, or 0.95 decade, and each is shifted by a factor of 3 from the one before.

| Window | Vicsek exponent | Vicsek $r^2$ | Star exponent | Star $r^2$ |
|---|---:|---:|---:|---:|
| first | 1.526 | 0.986 | 1.556 | 0.987 |
| second | 1.527 | 0.986 | 1.135 | 0.998 |
| third | 1.528 | 0.986 | 1.039 | 0.9999 |

The Vicsek windows start at squares of side 9, 27 and 81 cells, and the star windows at radii of 1, 3 and 9 nm. For the third star window the arms were extended beyond 30 nm.

In the first window, with these starting sizes, the two objects can hardly be told apart by exponent and $r^2$. In the others the star, which is not fractal, gives the straighter plot. What separates them is the shift: the Vicsek exponent repeats and the star's does not.

The Vicsek fits lie about 0.06 above the true dimension. For ideal self-similarity, $M(s)=s^{D_0}g(\ln s)$, where $s$ is the side of the square and $g$ has period $\ln3$. A fit returns $D_0$ plus the slope of the line fitted to $\ln g$. Shifting the window by one full period leaves that extra slope unchanged, so the bias repeats as well. Its size and sign depend on where within the period the window starts: at a ratio of nine the bias runs from about $-0.08$ to $+0.06$, giving exponents between 1.38 and 1.53, and the windows in the table start at the upper end of this range. Comparing masses at $s$ and $3s$ cancels $g$, and the average over such pairs gives 1.465.

**How this relates to real islands**

The parameters are illustrative: arms 2 nm wide, as in your image, and, where atoms are counted, a triangular lattice like that of an fcc(111) surface. They describe no particular metal. With an atomic spacing of 0.28 nm, an arm is about seven spacings wide. Perfectly straight, unbranched arms 30 nm long are an idealisation, and of the changes tested below, adding side branches alters the outer exponent most. I changed one feature at a time and kept the windows fixed:

| Change | Exponent, 1–5 nm | Exponent, 5–25 nm |
|---|---:|---:|
| none | 1.73 | 1.10 |
| discrete atoms, one at the centre | 1.82 | 1.11 |
| edges broadened by 0.3 nm | 1.86 | 1.13 |
| arms tapering to half width at the tip | 1.70 | 0.98 |
| side branches | 1.73 | 1.37 |

The inner shift for discrete atoms reflects how the lattice was placed: an atom sits exactly at the centre, and nine atomic rows fit into each arm. Averaged over random positions and orientations of the lattice, the inner exponent is again 1.73.

The broadening applies to each edge, as an imaging error might, and is equivalent to $h=1.3$ nm. By itself it moves the inner exponent by 0.13, so a close match to 1.7 carries little weight at this scale. Tapering can push the outer exponent below 1 because each further nanometre of arm adds less area than the last.

The side branches are 1 nm wide and 4 nm long. They leave both sides of each arm at $60^\circ$, every 5 nm, starting 8 nm from the centre. The first $1/\sin60^\circ=1.15$ nm of a branch, on average, lies inside the arm. Each pair therefore adds $2\times1\times(4-1.15)=5.7\ \text{nm}^2$ per 5 nm of arm. The mean area per unit arm length rises from 2 to about 3.1 nm and then stays there, so the large-scale slope must return to 1 if the arms are long enough. The value 1.37 is a second crossover. Branches whose length kept growing with distance from the centre would need a separate calculation.

**What to measure instead**

1. Plot $D(R)$, or the residuals of the line, and mark $w$ and the core radius on the axis. In your case the core edge at about 2 nm lies inside the fitting window.
2. Shift the window at a fixed ratio of end radii. With your arm width, and if the arms reach beyond 25 nm, a straight-armed star should drop to about 1.1 between 5 and 25 nm, and one with side branches like those above to about 1.4. A fractal should keep its exponent, within its ripple and the scatter between islands, while the window stays inside its self-similar range. The ripple need not be small: for the Vicsek pattern, a ten-point exponent over a window of ratio five can change by about 0.15 when the window is shifted by a factor of five.
3. Stop before the arm tips. Once the circle encloses the whole island, $M$ is constant and $D=0$, which is another crossover.
4. Fit a finite-width, non-fractal model to the same data. If it does as well as the power law, the data do not decide between them.

No fixed number of decades settles the matter by itself, since a slow drift can persist over a long range and leave $r^2$ high. A wide range helps because it lets you test whether the exponent repeats. Even a stable exponent would describe the shape alone; to claim a particular growth mechanism you would need further evidence. Most of the values used here are collected in the numerical output below.

## Numbers as computed

```
arms: 6; arm width: 2.0 nm; arm length: 30 nm
core radius Rc: 2.00 nm; atomic spacing: 0.28 nm
largest relative area error, formula vs counting: 3.8e-04
R = 1 nm: M = 3.14 nm^2, local slope = 2.000
R = 2 nm: M = 12.57 nm^2, local slope = 2.000
R = 5 nm: M = 49.21 nm^2, local slope = 1.228
R = 10 nm: M = 109.41 nm^2, local slope = 1.099
R = 25 nm: M = 289.53 nm^2, local slope = 1.036
inner window 1-5 nm: 0.699 decades, exponent = 1.729, r^2 = 0.9923
  rms residual in ln M = 0.0780; slope drift = 0.772; 1-r^2 = 0.00765, uniform-drift estimate = 0.00331
outer window 5-25 nm: 0.699 decades, exponent = 1.097, r^2 = 0.9995
  rms residual in ln M = 0.0127; slope drift = 0.191; 1-r^2 = 0.00051, uniform-drift estimate = 0.00051
wide window 1-25 nm: 1.398 decades, exponent = 1.371, r^2 = 0.9829
  rms residual in ln M = 0.1859; slope drift = 0.964; 1-r^2 = 0.01713, uniform-drift estimate = 0.00816
arm width 1 nm, window 1-5 nm: exponent = 1.320
arm width 2 nm, window 1-5 nm: exponent = 1.729
arm width 4 nm, window 1-5 nm: exponent = 1.986
radii per plot: 10; independent scatter in ln M: 0.10
inner window: curvature z = 2.41; line rejected: 67.5 % predicted, 67.7 % simulated
wide window: curvature z = 5.68; line rejected: 100.0 % predicted, 100.0 % simulated
Vicsek dimension ln5/ln3 = 1.4650; from factor-3 shifts = 1.4649
Vicsek, side 9-81 cells: exponent = 1.526, r^2 = 0.9864
star, R = 1-9 nm (arms extended if needed): exponent = 1.556, r^2 = 0.9873
Vicsek, side 27-243 cells: exponent = 1.527, r^2 = 0.9860
star, R = 3-27 nm (arms extended if needed): exponent = 1.135, r^2 = 0.9984
Vicsek, side 81-729 cells: exponent = 1.528, r^2 = 0.9859
star, R = 9-81 nm (arms extended if needed): exponent = 1.039, r^2 = 0.9999
edge broadening: 0.3 nm per edge; taper: half width at arm tip
side branches: width 1 nm, length 4 nm, period 5 nm, first at 8 nm
atomic lattice: exponent inner = 1.816 (shift +0.087), outer = 1.106 (shift +0.009)
edge broadening: exponent inner = 1.863 (shift +0.134), outer = 1.133 (shift +0.035)
tapered arms: exponent inner = 1.698 (shift -0.031), outer = 0.979 (shift -0.118)
side branches: exponent inner = 1.728 (shift -0.001), outer = 1.372 (shift +0.275)
```
